# Friedel tail of the ion pair potential in a simple metal, part 2

In a model metal, ions interact through a pair potential $\phi(r)$ that includes screening by the electrons. What remains to be proved is part (b) of the theorem: if $v(2k_F)\ne0$, then as $r\to\infty$
$$\phi(r)=\frac{A}{r^3}\left[\cos(2k_Fr)+O\!\left(\frac{\ln r}{r}\right)\right],\qquad
A=\frac{k_F\,v(2k_F)^2}{4\pi^3\varepsilon_2^2}.$$

Hartree atomic units are used in the algebra, with eV and Å for numbers. The electrons form a uniform gas at zero temperature, with $k_F^3=3\pi^2Z/\Omega$, where $Z$ is the valence and $\Omega$ the volume per ion. The energy is kept to second order in the ion potential $v(q)=-4\pi Zm(q)/q^2$, where $m$ is real, even and smooth, with bounded derivatives and $m(0)=1$. An empty core of radius $r_c$ has $m=\cos(qr_c)$. Screening is treated in the random phase approximation (RPA):
$$\chi=\frac{\chi_0}{\varepsilon},\quad \varepsilon(q)=1-\frac{4\pi}{q^2}\chi_0(q),\quad \chi_0(q)=-\frac{k_F}{\pi^2}g(x),$$
$$x=\frac{q}{2k_F},\quad g(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|,\quad \varepsilon_2=\varepsilon(2k_F).$$

**Lemma 4.** *Let $X=2k_Fr$, $\lambda=1/(\pi k_F)$ and $M(x)=m(2k_Fx)^2$. Then*
$$\phi(r)=\frac{2Z^2}{\pi r}\int_0^\infty K(x)\sin(Xx)\,dx,\qquad K=\frac1x-H,\qquad H=\frac{M\lambda g}{x(x^2+\lambda g)}.$$
*Continued as an odd function, $K$ is smooth on the real line except at $x=\pm1$.*

The example has $Z=3$, $\Omega=16$ Å$^3$ and $r_c=0.6$ Å. The opening comparison was this: from 10 to 40 Å, $\phi$ goes from $-0.323$ to $-0.0104$ meV, a reduction by a factor of 31, whereas Thomas-Fermi screening would give a factor $e^{-r/\ell}$ with $\ell\approx0.48$ Å.

The closing numerical output also lists fcc and bcc energies found in two ways. One adds the Ewald energy of point ions in a neutralizing background to the second-order electronic ("band structure") energy, a reciprocal-lattice sum of $F(q)=\chi v^2/(2\Omega)$. The other adds half the pair sum to the volume terms $\frac12\phi_{\rm ind}(0)$ and $-\hat\phi(0)/(2\Omega)$, where $\phi_{\rm ind}=\phi-Z^2/r$ and $\hat\phi(q)=4\pi Z^2/q^2+\chi v^2$.

### Lemma 5: the form of the singularity

*Let $x=1+t$, $L=\ln|t|$, $M_1=M(1)\ne0$ and $\mu=M'(1)/M(1)$. Near $t=0$,*
$$H=\text{smooth}+C\left[tL+\beta t^2L-\frac{\lambda}{2\varepsilon_2}t^2L^2\right]+O(t^3L^3),$$
$$C=\frac{\lambda M_1}{2\varepsilon_2^2},\qquad \beta=\mu+\frac12-\frac{4-\lambda\ln2}{\varepsilon_2},\qquad \varepsilon_2=1+\frac\lambda2.$$

*Proof.* Since $1-x^2=-t(2+t)$ and the logarithm is $\ln(2+t)-L$, write $g=a+bL$ with
$$b=\frac{t(2+t)}{4(1+t)}=\frac t2-\frac{t^2}4+O(t^3),\qquad a=\frac12-b\ln(2+t)=\frac12-\frac{\ln2}2t+O(t^2).$$
To lowest order this says
$$g=\frac12+\frac t2\ln\frac{|t|}2+O(t^2L).$$
The value of $g$ is finite at $t=0$, but its slope diverges logarithmically.

Now expand $H$ in powers of $bL$ about $g=a$. For $P=\lambda g/[x(x^2+\lambda g)]$ the derivatives are
$$\frac{\partial P}{\partial g}=\frac{\lambda x}{(x^2+\lambda g)^2},\qquad
\frac{\partial^2P}{\partial g^2}=-\frac{2\lambda^2x}{(x^2+\lambda g)^3}.$$
The logarithmic part of $H$ is therefore
$$\frac{M\lambda x\,b}{(x^2+\lambda a)^2}L-\frac{M\lambda^2x\,b^2}{(x^2+\lambda a)^3}L^2+\dots$$
In the second term set $x=1$, $b=t/2$ and $x^2+\lambda a=\varepsilon_2$. It becomes $-\lambda^2M_1t^2L^2/(4\varepsilon_2^3)$, which is $-C(\lambda/2\varepsilon_2)t^2L^2$.

In the first term one more order in $t$ is needed. The denominator follows from
$$x^2+\lambda a=\varepsilon_2+\left(2-\frac{\lambda\ln2}2\right)t+\dots,\qquad
\frac1{(x^2+\lambda a)^2}=\frac1{\varepsilon_2^2}\left[1-\frac{4-\lambda\ln2}{\varepsilon_2}t+\dots\right].$$
The other factors are $M=M_1(1+\mu t)$, $x=1+t$ and $b=(t/2)(1-t/2)$. The relative coefficients of $t$ add to $\mu+1-\frac12-(4-\lambda\ln2)/\varepsilon_2=\beta$. The next terms have the form $t^3L^n$ with $n\le3$, because each power of $L$ comes with a factor $b=O(t)$. $\square$

The physical origin is the sharp Fermi surface. For $q<2k_F$ there are states on the Fermi sphere that $\mathbf q$ connects at equal energy, and for $q>2k_F$ there are none. At $q=2k_F$ the last such pair consists of opposite points of the sphere. The factor $1/\varepsilon_2^2$ in $C$ arises because a small change of $\chi_0$ changes $\chi=\chi_0/(1-4\pi\chi_0/q^2)$ by $1/\varepsilon^2$ times as much. Screening weakens the singularity but does not remove it.

### Lemma 6: Fourier transforms of the singular terms

*With a convergence factor $e^{-\eta|t|}$, $\eta\to0^+$, and $X>0$, the integrals $\int_{-\infty}^\infty f(t)e^{iXt}dt$ are*
$$tL\to-\frac{i\pi}{X^2},\qquad t^2L\to\frac{2\pi}{X^3},\qquad t^2L^2\to\frac{2\pi(3-2\ln X-2\gamma)}{X^3},$$
*where $\gamma$ is Euler's constant.*

*Proof.* For $s>-1$, $\int_0^\infty t^se^{-pt}dt=\Gamma(s+1)p^{-s-1}$ with $p=\eta-iX$. As $\eta\to0^+$, $p\to Xe^{-i\pi/2}$. The two half-lines give complex conjugates, so
$$\int|t|^se^{iXt}dt=\frac{2\Gamma(s+1)}{X^{s+1}}\cos\frac{\pi(s+1)}2=-\frac{2\Gamma(s+1)}{X^{s+1}}\sin\frac{\pi s}2.$$
Expand about $s=0$, using $\Gamma(1+s)=1-\gamma s+\dots$ and $X^{-s}=1-s\ln X+\dots$. The right side is
$$-\frac\pi X\left[s-(\gamma+\ln X)s^2+\dots\right].$$
The left side is $\int(1+sL+\frac12s^2L^2+\dots)e^{iXt}dt$. Comparison of powers gives $L\to-\pi/X$ and $L^2\to2\pi(\gamma+\ln X)/X$.

A factor $t$ in the integrand is produced by $-i\,d/dX$. One application to $-\pi/X$ gives $-i\pi/X^2$. Two applications amount to $-d^2/dX^2$, which turns $-\pi/X$ into $2\pi/X^3$. For the last transform,
$$\frac{d^2}{dX^2}\frac{\ln X+\gamma}X=\frac{2\ln X+2\gamma-3}{X^3},$$
and multiplication by $-2\pi$ completes the proof. $\square$

Damped numerical integrals at $X=200$ agreed with all three results within the tested relative tolerance of $2\times10^{-3}$.

### Proof of part (b)

Let $w(x)$ be a smooth function equal to 1 near $x=1$ and zero outside $\frac12<x<\frac32$. Split $K=wK+(1-w)K$ on the half-line. The second part, continued as an odd function, is smooth everywhere and its derivatives are integrable. Repeated integration by parts shows that its transform decreases faster than any power of $1/X$.

In the first part, use Lemma 5 and $\sin(Xx)=\mathrm{Im}\,e^{iX}e^{iXt}$. The smooth terms multiplied by $w$ again contribute less than any power. For the singular terms the factor $w$ may be dropped, because $(1-w)t^kL^n$ is smooth and its sufficiently high derivatives are integrable. The terms $t^3L^n$ with $n\le3$ give at most $\ln^2X/X^4$. What remains after them begins with $t^4L^4$. Its fourth derivative is integrable near $t=0$, so four integrations by parts bound its contribution by a constant times $X^{-4}$.

Since $K=1/x-H$, the singular terms enter with a minus sign:
$$\int_0^\infty K\sin(Xx)dx=-C\,\mathrm{Im}\,e^{iX}\left[-\frac{i\pi}{X^2}+\frac{2\pi B}{X^3}\right]+O\!\left(\frac{\ln^2X}{X^4}\right),$$
$$B(X)=\beta+\frac\lambda{\varepsilon_2}\left(\ln X+\gamma-\frac32\right).$$
The imaginary part of $-ie^{iX}$ is $-\cos X$, and that of $e^{iX}$ is $\sin X$. Multiplication by $2Z^2/(\pi r)$ gives
$$\phi(r)=\frac{2Z^2C}{rX^2}\left[\cos X-\frac{2B}X\sin X+O\!\left(\frac{\ln^2X}{X^2}\right)\right].$$
Finally, $2C=\lambda M_1/\varepsilon_2^2$ and $X^2=4k_F^2r^2$, so the prefactor is
$$\frac{Z^2M_1}{4\pi k_F^3\varepsilon_2^2r^3}=\frac{k_Fv(2k_F)^2}{4\pi^3\varepsilon_2^2r^3}=\frac A{r^3},$$
because $v(2k_F)^2=\pi^2Z^2M_1/k_F^4$. $\blacksquare$

The power can be read from the steps: the radial transform supplies $1/r$, and the singularity $t\ln|t|$ supplies $1/r^2$.

### Remark 1: the size of the tail in the example

The inputs give $k_F=1.771$ Å$^{-1}$, a period $\pi/k_F=1.774$ Å, $\lambda=0.3397$ and $\varepsilon_2=1+0.3397/2=1.170$. For the empty core $M=\cos^2(\kappa x)$ with $\kappa=2k_Fr_c=2.125$, so $M_1=0.277$. In atomic units $k_F=1/(\pi\lambda)=0.937$, and
$$A=\frac{9\times0.277}{4\pi(0.937)^3(1.170)^2}=0.176\ \text{hartree bohr}^3=0.710\ \text{eV Å}^3.$$
The screened potential $v/(\Omega\varepsilon)$ at $2k_F$ is 1.22 eV, about a tenth of the Fermi energy of 11.9 eV. This supports the expansion in $v$ at that wavenumber but does not bound the neglected orders.

### Remark 2: where the law may be used

For the empty core $\mu=-2\kappa\tan\kappa=6.87$, and $\beta=6.87+0.50-3.22=4.15$. The correction $2B/X$ is therefore large unless $X$ is large. In the table, "one term" is $A\cos X/r^3$ and "two terms" includes $B$. Energies are in meV.

| $r$ (Å) | $\phi$ | one term | two terms |
|---:|---:|---:|---:|
| 2.83 | 390.3 | −26.0 | −10.1 |
| 4.00 | 14.05 | −0.31 | −7.60 |
| 5.66 | 0.182 | 1.482 | −0.242 |
| 10.0 | −0.323 | −0.465 | −0.316 |
| 20.0 | −0.0254 | −0.0125 | −0.0252 |
| 40.0 | −0.0104 | −0.0107 | −0.0104 |

The first three distances are those of the first, second and fourth fcc neighbours. There neither law serves: at the nearest neighbours both have the wrong sign. The values of $\phi$ at these short distances also depend strongly on leaving out exchange and correlation. Replace $4\pi/q^2$ in $\varepsilon$ by $(4\pi/q^2)(1-G)$, with a local-field factor $G$. For $G=q^2/[2(q^2+2k_F^2)]$, $\phi$ at 2.83 and 4.00 Å becomes $+16$ and $-25$ meV. For $G=q^2/[2(q^2+k_F^2)]$ it becomes $-397$ and $-88$ meV. The amplitude $A$ rises by only 10% and 13%. The short-range entries therefore describe the RPA model and not a real metal. At 20 Å the one-term law is still wrong by a factor of two, because $\cos X=-0.14$ happens to be small while $2B/X=0.14$. The two-term law repairs this.

The opening ratio can now be resolved. From 10 to 40 Å the factor $r^{-3}$ falls by 64. Meanwhile $\phi r^3/A$ goes from $-0.455$ to $-0.940$. The reduction is $64\times0.455/0.940=31$.

Over one period starting at $X=100$, 200 and 400, the largest error of the one-term law is 0.103, 0.054 and 0.028, relative to $A/r^3$. The two-term law reduces these errors to 0.0027, 0.0005 and 0.0001. Both laws were tested in this way against direct quadrature of the Fourier integral.

### Remark 3: removing the singularity

Replace $g$ by its long-wavelength value 1, which is Thomas-Fermi screening. Then $K$ has no singularity on the real line. For $r>2r_c$ the contour can be closed in the upper half-plane, where the pole at $x=i\sqrt\lambda$ gives
$$\phi_{TF}(r)=\frac{Z^2}r\cosh^2(\kappa\sqrt\lambda)\,e^{-\sqrt\lambda X}.$$
The decay rate is $2k_F\sqrt\lambda=2.06$ Å$^{-1}$, which is the length 0.48 Å of the opening. Numerically, over one period from $X=100$, nothing larger than 0.5% of $A/r^3$ was left. That remnant comes from stopping the numerical integral at $x=40$. The omitted part of $\int H\sin(Xx)\,dx$ has an amplitude of about $H(40)/X\simeq\lambda/(40^3X)$, while the tail $A/r^3$ corresponds to $\pi C/X^2$. Their ratio is $2\varepsilon_2^2X/(40^3\pi M_1)\approx0.005$ at $X=100$. The oscillating tail thus comes from the singularity and not from screening as such.

The same reasoning marks a limit of the theorem. If a finite temperature makes $g$ smooth, with integrable derivatives of $K$, the integration by parts applies everywhere and the power-law tail is lost at sufficiently large $r$. With the Fermi function in $\chi_0$, the tail is damped approximately by $u/\sinh u$, where $u=r/\xi$ and $\xi=k_F/(2\pi k_BT)$ in atomic units. Here $\xi=83$ Å at 300 K and 25 Å at 1000 K. The value at 40 Å is reduced by 4% at 300 K and by a third at 1000 K.

### Remark 4: a node of the ion potential

If $v(2k_F)=0$, then $A=0$. For the empty core this first happens at $\kappa=\pi/2$, here at $r_c=0.444$ Å. Near $x=1$, $M=\sin^2(\kappa t)\simeq\kappa^2t^2$, and the leading singularity of $H$ is $(\lambda\kappa^2/2\varepsilon_2^2)\,t^3L$. Three applications of $-i\,d/dX$ to $-\pi/X$ give $t^3L\to6\pi i/X^4$, so
$$\phi(r)\simeq-\frac{6Z^2\lambda\kappa^2}{\varepsilon_2^2}\,\frac{\cos X}{rX^4}.$$
The tail then falls as $r^{-5}$ with the opposite sign. Over one period from $X=200$, quadrature agreed with this law to about 3% of its amplitude. Within this model (a spherical free-electron Fermi surface, a local potential, second order in $v$) the cube law therefore requires two things: a sharp Fermi surface, and an ion that scatters electrons across the full diameter $2k_F$ of the Fermi sphere. Fermi surfaces of other shapes are not covered by the proof. The numerical output follows.

## Computed results

```
valence Z = 3
volume per ion = 16.0 angstrom^3
core radius rc = 0.60 angstrom
kF = 1.7707 angstrom^-1
2 kF = 3.5414 angstrom^-1
free-electron Fermi energy = 11.946 eV
period pi/kF = 1.7742 angstrom
lam = 1/(pi kF), atomic units = 0.3397
kappa = 2 kF rc = 2.1248 rad
eps(2kF) = 1.1699
bare v(2kF) = 22.773 eV angstrom^3
screened v/(omega eps) at 2kF = 1.2167 eV
F(q) just below 2kF (x = 0.999999) = -0.16309 eV
tail amplitude A = 0.7100 eV angstrom^3
tail amplitude A = 0.17608 hartree bohr^3
core radius with node at 2kF = 0.4436 angstrom
r (angstrom), X, B(X), phi, one-term, two-term (meV):
   2.8284   10.016  4.552   390.26239   -26.04291   -10.13403
   4.0000   14.165  4.653    14.05170    -0.31385    -7.59893
   4.8990   17.349  4.712     6.84276     0.42427     3.69626
   5.6569   20.033  4.754     0.18164     1.48161    -0.24189
  10.0000   35.414  4.919    -0.32326    -0.46530    -0.31632
  20.0000   70.827  5.120    -0.02544    -0.01251    -0.02522
  40.0000  141.655  5.322    -0.01043    -0.01065    -0.01042
largest error over one period, in units of A/r^3:
  from X = 100: one-term 0.10296, two-term 0.002653
  from X = 200: one-term 0.05362, two-term 0.000527
  from X = 400: one-term 0.02808, two-term 0.000102
Thomas-Fermi control, max |phi| r^3/A from X = 100: 4.8e-03
node control, max error relative to r^-5 amplitude: 0.033
fcc: Ewald -74.27294, band structure -3.87127 eV per ion
fcc: sum of these two = -78.14421 eV per ion
fcc: half pair sum = 2.45655 eV per ion
fcc: pair sum plus volume terms = -78.14431 eV per ion
bcc: Ewald -74.27755, band structure -3.76233 eV per ion
bcc: sum of these two = -78.03988 eV per ion
bcc: half pair sum = 2.56093 eV per ion
bcc: pair sum plus volume terms = -78.03993 eV per ion
volume term phi_ind(0)/2 = -50.33404 eV
volume term -phi_hat(0)/(2 omega) = -30.26682 eV
bcc minus fcc: reciprocal 104.33, pair 104.38 meV per ion
```
